# Image energy of a charged defect in an anisotropic periodic crystal: a program that tests the result

```python
"""
Result under test: a point charge repeated on a lattice in a dielectric tensor
eps, with neutralizing background and zero mean potential, has image energy
q^2 psi(0)/2. Here psi is the periodic minus the isolated potential per unit
charge. With s(r) = sqrt(r.inv(eps).r), D = det(eps), K = 1/(4 pi eps0):
psi(0) = K [ sum_R' erfc(g s)/(sqrt(D) s)
             + (4 pi/V) sum_G' exp(-G.eps.G/(4 g^2))/(G.eps.G)
             - 2 g/sqrt(pi D) - pi/(V g^2) ].
Primes omit zero vectors; V is the cell volume and g the splitting parameter.
For a charge of finite extent with second moment M, the next energy term
is (q/2) sum_ij M_ij H_ij, where H is the Hessian of psi at the origin.
Lengths are in nm, potentials in V, energies in eV; the charge is one e.
"""
import numpy as np
from scipy import constants as const
from scipy.special import erf, erfc
from scipy.optimize import brentq

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # V nm
ORIGIN = np.zeros(3)


def lattice_integers(basis, cutoff):
    """Integer triples whose lattice vectors are no longer than cutoff."""
    dual = np.linalg.inv(basis).T
    bounds = np.ceil(cutoff * np.linalg.norm(dual, axis=1)).astype(int)
    axes = [np.arange(-b, b + 1) for b in bounds]
    grid = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    return grid[np.linalg.norm(grid @ basis, axis=1) <= cutoff]


def default_split(cell, eps):
    mapped_volume = abs(np.linalg.det(cell)) / np.sqrt(np.linalg.det(eps))
    return np.sqrt(np.pi) / mapped_volume ** (1 / 3)


def ewald_parts(position, cell, eps, split=None):
    """Image sum, reciprocal sum, own-charge term and background term, in V."""
    split = default_split(cell, eps) if split is None else split
    root_det = np.sqrt(np.linalg.det(eps))
    volume = abs(np.linalg.det(cell))
    stretch = np.linalg.cholesky(np.linalg.inv(eps))
    reach = 6.2 / split + np.linalg.norm(position @ stretch)
    integers = lattice_integers(cell @ stretch, reach)
    images = integers[np.any(integers != 0, axis=1)]
    s = np.linalg.norm((images @ cell - position) @ stretch, axis=1)
    real = np.sum(erfc(split * s) / s) / root_det
    s_own = np.linalg.norm(position @ stretch)
    if s_own > 1e-12:
        own = -erf(split * s_own) / s_own / root_det
    else:
        own = -2 * split / np.sqrt(np.pi) / root_det
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    integers = lattice_integers(reciprocal @ np.linalg.cholesky(eps), 12.4 * split)
    waves = integers[np.any(integers != 0, axis=1)] @ reciprocal
    g2 = np.einsum("ni,ij,nj->n", waves, eps, waves)
    fourier = 4 * np.pi / volume * np.sum(
        np.exp(-g2 / (4 * split**2)) / g2 * np.cos(waves @ position))
    background = -np.pi / (volume * split**2)
    return COULOMB * np.array([real, fourier, own, background])


def image_potential(position, cell, eps, split=None):
    return ewald_parts(position, cell, eps, split).sum()


def image_energy(cell, eps):
    return 0.5 * image_potential(ORIGIN, cell, eps)


def isolated_potential(points, eps):
    s = np.sqrt(np.einsum("...i,ij,...j->...", points, np.linalg.inv(eps), points))
    return COULOMB / (np.sqrt(np.linalg.det(eps)) * s)


def isolated_field(points, eps, step=1e-4):
    return np.stack([
        -(isolated_potential(points + step * axis, eps)
          - isolated_potential(points - step * axis, eps)) / (2 * step)
        for axis in np.eye(3)], axis=-1)


def image_hessian(position, cell, eps, step=0.003):
    hessian = np.zeros((3, 3))
    for i, u in enumerate(np.eye(3) * step):
        for j, w in enumerate(np.eye(3) * step):
            hessian[i, j] = sum(
                a * b * image_potential(position + a * u + b * w, cell, eps)
                for a in (1, -1) for b in (1, -1)) / (4 * step**2)
    return hessian


def direct_image_potential(cell, eps):
    """Image sum minus background integral, smooth cutoff taken to infinity."""
    root_det = np.sqrt(np.linalg.det(eps))
    volume = abs(np.linalg.det(cell))
    mapped = cell @ np.linalg.cholesky(np.linalg.inv(eps))
    values = []
    for eta in np.array([0.08, 0.04, 0.02]) / (volume / root_det) ** (2 / 3):
        s = np.linalg.norm(lattice_integers(mapped, 6.2 / np.sqrt(eta)) @ mapped, axis=1)
        s = s[s > 1e-10]
        values.append(np.sum(np.exp(-eta * s**2) / s) / root_det
                      - 2 * np.pi / (eta * volume))
    first, second = 2 * values[1] - values[0], 2 * values[2] - values[1]
    return COULOMB * (4 * second - first) / 3


def gaussian_energy_shift(cell, eps, width, screening_length=0.0):
    """Periodic minus isolated energy of a round Gaussian charge, uniaxial eps."""
    normal, lateral = eps[2, 2], eps[0, 0]

    def spectrum(lateral_k2, normal_k2):
        k2 = lateral_k2 + normal_k2
        fade = np.exp(-screening_length**2 * k2)
        return np.exp(-width**2 * k2) / (
            lateral_k2 * (1 + (lateral - 1) * fade)
            + normal_k2 * (1 + (normal - 1) * fade))

    top = 6.5 / width
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    integers = lattice_integers(reciprocal, top)
    waves = integers[np.any(integers != 0, axis=1)] @ reciprocal
    periodic = 2 * np.pi / abs(np.linalg.det(cell)) * np.sum(
        spectrum(waves[:, 0]**2 + waves[:, 1]**2, waves[:, 2]**2))
    nodes, weights = np.polynomial.legendre.leggauss(120)
    u, wu = (nodes[:, None] + 1) / 2, weights[:, None] / 2
    k, wk = (nodes[None, :] + 1) * top / 2, weights[None, :] * top / 2
    isolated = np.sum(wu * wk * k**2 * spectrum(k**2 * (1 - u**2), k**2 * u**2)) / np.pi
    return COULOMB * (periodic - isolated)


# General tensor and triclinic cell
full_eps = np.array([[7.0, 1.0, 0.5], [1.0, 5.0, -0.8], [0.5, -0.8, 3.0]])
triclinic = np.array([[1.3, 0.1, 0.0], [0.2, 1.1, 0.3], [-0.1, 0.2, 1.7]])

# Gauss law for a sphere enclosing the charge and for one that does not
nodes, weights = np.polynomial.legendre.leggauss(60)
angles = np.arange(120) * 2 * np.pi / 120
cosine, angle = np.meshgrid(nodes, angles, indexing="ij")
sine = np.sqrt(1 - cosine**2)
normals = np.stack([sine * np.cos(angle), sine * np.sin(angle), cosine], axis=-1)
fluxes = []
for centre in (np.array([0.2, -0.1, 0.15]), np.array([1.6, 1.2, 0.9])):
    displacement = isolated_field(centre + normals, full_eps) @ full_eps
    radial = np.sum(displacement * normals, axis=-1)
    fluxes.append(np.sum(weights[:, None] * radial) * 2 * np.pi / 120
                  / (4 * np.pi * COULOMB))
assert abs(fluxes[0] - 1) < 1e-5 and abs(fluxes[1]) < 1e-5

# Ewald value against the direct sum, and independence of the splitting
ewald_value = image_potential(ORIGIN, triclinic, full_eps)
direct_value = direct_image_potential(triclinic, full_eps)
assert abs(ewald_value - direct_value) < 3e-6 * abs(ewald_value)
base_split = default_split(triclinic, full_eps)
for factor in (0.7, 1.5):
    changed = image_potential(ORIGIN, triclinic, full_eps, factor * base_split)
    assert abs(changed - ewald_value) < 1e-10

# Periodicity and the differential equation with the background
probe = np.array([0.23, 0.17, -0.31])
shifted = probe + triclinic[0]
total_probe, total_shifted = [
    image_potential(p, triclinic, full_eps) + isolated_potential(p, full_eps)
    for p in (probe, shifted)]
assert abs(total_probe - total_shifted) < 1e-9
background_curvature = 4 * np.pi * COULOMB / abs(np.linalg.det(triclinic))
for point in (ORIGIN, probe):
    curvature = np.sum(full_eps * image_hessian(point, triclinic, full_eps))
    assert abs(curvature / background_curvature - 1) < 2e-4

# Layered gate dielectric: rough typical parameters
lateral_period, normal_period = 0.25, 0.67
static_eps = np.diag([7.0, 7.0, 3.5])
clamped_eps = np.diag([5.0, 5.0, 3.0])
charge_width, screening_length = 0.10, 0.07
breakdown_mv_cm, temperature = 10.0, 1000.0


def hexagonal_cell(edge, height):
    return np.array([[edge, 0, 0], [-edge / 2, np.sqrt(3) * edge / 2, 0],
                     [0, 0, height]])


edge = 6 * lateral_period
cell = hexagonal_cell(edge, 2 * normal_period)
volume = abs(np.linalg.det(cell))
area = volume / cell[2, 2]
parts = ewald_parts(ORIGIN, cell, static_eps)
point_energy = image_energy(cell, static_eps)
hessian = image_hessian(ORIGIN, cell, static_eps)
extent_term = 0.5 * charge_width**2 * np.trace(hessian)
background_only = (2 * np.pi * COULOMB * charge_width**2
                   * np.trace(np.linalg.inv(static_eps)) / (3 * volume))

# Finite Gaussian charge: successive remainders under proportional enlargement
size_rows = []
for scale in (1.0, 1.5, 2.0, 3.0):
    large = scale * cell
    raw = gaussian_energy_shift(large, static_eps, charge_width)
    after_point = raw - image_energy(large, static_eps)
    after_extent = after_point - 0.5 * charge_width**2 * np.trace(
        image_hessian(ORIGIN, large, static_eps))
    size_rows.append((scale, raw, after_point, after_extent))
point_ratio = size_rows[1][2] / size_rows[3][2]
extent_ratio = abs(size_rows[1][3] / size_rows[3][3])
assert abs(point_ratio - 8) < 0.3
assert extent_ratio > 25
assert abs(size_rows[0][3]) < 0.1 * abs(size_rows[0][2])

# Stretching only along the layer normal
mean_eps = np.eye(3) * np.trace(static_eps) / 3
stretch_rows = []
for periods in (2, 3, 4, 6):
    tall = hexagonal_cell(edge, periods * normal_period)
    stretch_rows.append((periods, image_energy(tall, static_eps),
                         image_energy(tall, mean_eps)))
assert stretch_rows[-1][1] > 0 > stretch_rows[-1][2]
zero_height = brentq(lambda h: image_energy(hexagonal_cell(edge, h), static_eps),
                     2 * normal_period, 10 * normal_period)
heights = np.array([10, 14]) * normal_period
tall_energies = [image_energy(hexagonal_cell(edge, h), static_eps) for h in heights]
measured_slope = (tall_energies[1] - tall_energies[0]) / (heights[1] - heights[0])
sheet_slope = np.pi * COULOMB / (6 * static_eps[2, 2] * area)
assert abs(measured_slope / sheet_slope - 1) < 1e-7

# Effects outside the local, linear point-charge model
dispersion_shift = (gaussian_energy_shift(cell, static_eps, charge_width, screening_length)
                    - size_rows[0][1])
clamped_energy = image_energy(cell, clamped_eps)
larger_eps_shift = image_energy(cell, 1.1 * static_eps) - point_energy
breakdown = breakdown_mv_cm * 0.1  # V/nm
lateral_radius = np.sqrt(COULOMB / (breakdown * np.sqrt(
    static_eps[0, 0] * static_eps[2, 2])))
normal_radius = np.sqrt(COULOMB / (breakdown * static_eps[0, 0]))
for radius, axis in ((lateral_radius, 0), (normal_radius, 2)):
    field = isolated_field(radius * np.eye(3)[axis], static_eps)
    assert abs(field[axis] / breakdown - 1) < 1e-5
thermal_energy = const.k * temperature / const.e
concentration_factor = np.exp(-point_energy / thermal_energy)

print(f"Coulomb constant times e: {COULOMB:.6f} V nm")
print(f"flux/charge, enclosing and outside: {fluxes[0]:.6f}, {abs(fluxes[1]):.6f}")
print(f"triclinic psi(0), Ewald: {ewald_value:.7f} V")
print(f"triclinic psi(0), direct sum: {direct_value:.7f} V")
print(f"static eps lateral, normal: {static_eps[0,0]:.1f}, {static_eps[2,2]:.1f}")
print(f"periods lateral, normal: {lateral_period:.2f}, {normal_period:.2f} nm")
print(f"main cell edge, height: {edge:.2f}, {cell[2,2]:.2f} nm")
print(f"main cell area: {area:.4f} nm^2")
print(f"main cell volume: {volume:.4f} nm^3")
print(f"sqrt(det eps): {np.sqrt(np.linalg.det(static_eps)):.4f}")
print(f"splitting parameter: {default_split(cell, static_eps):.4f} 1/nm")
for label, part in zip(("real images", "reciprocal", "own charge", "background"), parts):
    print(f"Ewald part, {label}: {part:.6f} V")
print(f"psi(0), sum of parts: {parts.sum():.6f} V")
print(f"image energy: {point_energy:.5f} eV")
print(f"correction to add: {-point_energy:.5f} eV = {-point_energy*const.e:.4e} J")
print(f"Hessian lateral, normal: {hessian[0,0]:.4f}, {hessian[2,2]:.4f} V/nm^2")
print(f"Gaussian width per axis: {charge_width:.2f} nm")
print(f"extent term from Hessian: {1000*extent_term:.4f} meV")
print(f"extent term, background part only: {1000*background_only:.4f} meV")
print("size rows: scale; raw error; after point term; after extent term (meV)")
for scale, raw, after_point, after_extent in size_rows:
    print(f"  {scale:.1f}; {1000*raw:.3f}; {1000*after_point:.5f}; {1000*after_extent:.6f}")
print(f"remainder ratio 1.5 to 3, after point term: {point_ratio:.3f}")
print(f"remainder ratio 1.5 to 3, after extent term: {extent_ratio:.2f}")
print(f"mean scalar eps: {mean_eps[0,0]:.4f}")
print("stretched rows: normal periods; tensor energy; mean-eps energy (eV)")
for periods, tensor_energy, scalar_energy in stretch_rows:
    print(f"  {periods}; {tensor_energy:.5f}; {scalar_energy:.5f}")
print(f"height of zero image energy: {zero_height:.4f} nm")
print(f"tall-cell slope, Ewald: {measured_slope:.6f} eV/nm")
print(f"tall-cell slope, charged sheets: {sheet_slope:.6f} eV/nm")
print(f"screening length in eps(k): {screening_length:.2f} nm")
print(f"shift from eps(k): {1000*dispersion_shift:.3f} meV")
print(f"clamped eps lateral, normal: {clamped_eps[0,0]:.1f}, {clamped_eps[2,2]:.1f}")
print(f"image energy with clamped ions: {clamped_energy:.5f} eV")
print(f"energy shift for 10 percent larger eps: {1000*larger_eps_shift:.3f} meV")
print(f"rough breakdown field: {breakdown_mv_cm:.1f} MV/cm")
print(f"radius at that field, lateral: {lateral_radius:.4f} nm")
print(f"radius at that field, normal: {normal_radius:.4f} nm")
print(f"temperature: {temperature:.0f} K; kT: {thermal_energy:.5f} eV")
print(f"concentration factor if correction omitted: {concentration_factor:.2f}")
print("every check passed")
```

Output:

```
Coulomb constant times e: 1.439965 V nm
flux/charge, enclosing and outside: 1.000000, 0.000000
triclinic psi(0), Ewald: -0.6200566 V
triclinic psi(0), direct sum: -0.6200563 V
static eps lateral, normal: 7.0, 3.5
periods lateral, normal: 0.25, 0.67 nm
main cell edge, height: 1.50, 1.34 nm
main cell area: 1.9486 nm^2
main cell volume: 2.6111 nm^3
sqrt(det eps): 13.0958
splitting parameter: 3.0340 1/nm
Ewald part, real images: 0.018241 V
Ewald part, reciprocal: 0.025764 V
Ewald part, own charge: -0.376433 V
Ewald part, background: -0.188217 V
psi(0), sum of parts: -0.520646 V
image energy: -0.26032 eV
correction to add: 0.26032 eV = 4.1708e-20 J
Hessian lateral, normal: 0.4727, 0.0893 V/nm^2
Gaussian width per axis: 0.10 nm
extent term from Hessian: 5.1733 meV
extent term, background part only: 6.6002 meV
size rows: scale; raw error; after point term; after extent term (meV)
  1.0; -255.090; 5.23321; 0.059867
  1.5; -172.008; 1.54081; 0.007997
  2.0; -129.513; 0.64856; 0.001908
  3.0; -86.582; 0.19185; 0.000252
remainder ratio 1.5 to 3, after point term: 8.031
remainder ratio 1.5 to 3, after extent term: 31.71
mean scalar eps: 5.8333
stretched rows: normal periods; tensor energy; mean-eps energy (eV)
  2; -0.26032; -0.25629
  3; -0.18637; -0.21331
  4; -0.11230; -0.16892
  6; 0.03584; -0.08004
height of zero image energy: 3.6958 nm
tall-cell slope, Ewald: 0.110553 eV/nm
tall-cell slope, charged sheets: 0.110553 eV/nm
screening length in eps(k): 0.07 nm
shift from eps(k): -2.338 meV
clamped eps lateral, normal: 5.0, 3.0
image energy with clamped ions: -0.34900 eV
energy shift for 10 percent larger eps: 23.666 meV
rough breakdown field: 10.0 MV/cm
radius at that field, lateral: 0.5394 nm
radius at that field, normal: 0.4536 nm
temperature: 1000 K; kT: 0.08617 eV
concentration factor if correction omitted: 20.51
every check passed
```
